# Zero-phonon lines: T⁷ width and T⁴ shift from Debye phonons, part 2

A defect in a three-dimensional crystal absorbs light in a zero-phonon line. The problem is to find the line's width and shift at temperature $T$. The phonons are harmonic and acoustic, and the electronic levels are isolated and nondegenerate. The strain at the defect is $\varepsilon=\partial u_z/\partial z$, with $z$ the defect axis. The excited state adds to the ground-state lattice Hamiltonian $H_g$ the energy

$$V=D\varepsilon+\tfrac12K\varepsilon^2 ,$$

so $H_e=H_g+V$. The width $\Gamma$ is a full width at half maximum, as an angular frequency; $\delta E$ is the energy shift from the zero-temperature position.

The strain has spectral density

$$G(\omega)=a\omega^3,\qquad a=\frac{\hbar}{4\pi^2\rho v_s^5},\qquad \frac1{v_s^5}=\frac1{5v_L^5}+\frac2{15v_T^5},$$

up to $\omega_D=k\theta/\hbar$. Here $\rho$ is the density, $v_L$ and $v_T$ are the longitudinal and transverse sound speeds, and $\theta$ is the Debye temperature. A direct sum over the wavevectors of a periodic box confirmed this formula. The static compliance is $\chi=2\int G\,d\omega/\hbar\omega$, and $n(\omega)$ is the thermal phonon number.

The spectrum is the Fourier transform of $C(t)=\langle e^{iH_gt/\hbar}e^{-iH_et/\hbar}\rangle$, and $|C|\sim e^{-\Gamma t/2}$ means a width $\Gamma$. With $D$ alone, $-\ln|C|$ levels off for $G\propto\omega^3$, but grows as $\ln t$ for $G\propto\omega^2$ and as $t$ for $G\propto\omega$. In three dimensions the line therefore stays sharp, with weight $e^{-S}$. For $T\ll\theta$,

$$S(T)=S_0\left[1+\frac{2\pi^2}{3}\frac{T^2}{\theta^2}\right],\qquad S_0=\frac{D^2\omega_D^2}{8\pi^2\rho\hbar v_s^5}.$$

At leading order, $K$ gives

$$\delta E=K\int_0^{\omega_D}Gn\,d\omega ,$$

$$\Gamma=\frac{2\pi K^2}{\hbar^2}\int_0^{\omega_D}G(\omega)^2\,n(n+1)\,d\omega .$$

For $T\ll\theta$ the shift is

$$\delta E=Ka\left(\frac{kT}\hbar\right)^4\int_0^\infty\frac{x^3dx}{e^x-1}=Ka\left(\frac{kT}\hbar\right)^4\frac{\pi^4}{15}.$$

With $a$ inserted, the stated low-temperature laws are

$$\Gamma=\frac{K^2}{8\pi^3\rho^2v_s^{10}}\,\frac{16\pi^6}{21}\left(\frac{kT}{\hbar}\right)^{7},\qquad
\delta E=\frac{\pi^2\hbar K}{60\,\rho v_s^5}\left(\frac{kT}{\hbar}\right)^{4}.$$

The width law is still to be derived from the integral for $\Gamma$.

### The seventh power

For $T\ll\theta$ use $x=\hbar\omega/kT$. Then $G^2$ gives six powers of temperature and $d\omega$ one more:

$$\Gamma=\frac{2\pi K^2a^2}{\hbar^2}\left(\frac{kT}\hbar\right)^7\int_0^\infty\frac{x^6e^x}{(e^x-1)^2}\,dx .$$

Because $e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}$, integration by parts turns the integral into

$$6\int_0^\infty\frac{x^5dx}{e^x-1}=6\cdot5!\,\zeta(6)=720\,\frac{\pi^6}{945}=\frac{16\pi^6}{21}\approx732.5 .$$

The boundary terms vanish. With $a^2=\hbar^2/16\pi^4\rho^2v_s^{10}$ the prefactor is $K^2/8\pi^3\rho^2v_s^{10}$, and the stated width follows.

The integrand is largest near $x=6$. The phonons that broaden the line therefore have energies near $6kT$, and the law needs a Debye spectrum up to well above that energy.

**Limit.** For $T\gg\theta$, $n(n+1)\approx(kT/\hbar\omega)^2$ and

$$\Gamma\approx\frac{2\pi K^2a^2}{\hbar^2}\left(\frac{kT}\hbar\right)^2\frac{\omega_D^5}5 .$$

At lowest order in $K$ the width then grows as $T^2$ and the shift as $T$. Evaluating the lowest-order integrals at $10\theta$ and $20\theta$ gives powers of 2.001 and 1.027. These powers need very weak coupling, $|K|\chi\ll\theta/T$ with a margin of about thirty or more, because each further order in $K$ brings another factor of the phonon number. With a margin of only ten the width grows roughly as $T^{1.7}$. For $|K|\chi=0.1$ the expansion begins to fail near $T=\theta$, and at higher temperatures width and shift grow more slowly than these powers.

Width and shift contain the same product $Ka$. Eliminating it gives

$$\hbar\Gamma=\frac{2\pi\,(16\pi^6/21)}{(\pi^4/15)^2}\,\frac{\delta E^2}{kT}=\frac{2400}{7\pi}\,\frac{\delta E^2}{kT}\approx109\,\frac{\delta E^2}{kT}.$$

Within the low-temperature model, the quadratic part of the shift fixes the width without any elastic data. The factor 109 belongs to a defect that couples to a single strain component. With several components their shifts can add or cancel, while for independent components the widths add. For $N$ equal independent components the factor is $109/N$, and when the shifts nearly cancel it grows without bound.

### Stronger quadratic coupling

The lattice around the defect also responds to the extra spring. Let a slow thermal wave produce strain $\varepsilon_0$ in the ground-state lattice. In the excited state the strain becomes $\varepsilon$, at an elastic cost $(\varepsilon-\varepsilon_0)^2/2\chi$. Minimizing

$$\frac{(\varepsilon-\varepsilon_0)^2}{2\chi}+\frac12K\varepsilon^2$$

gives $\varepsilon=\varepsilon_0/(1+K\chi)$. Substituting $\varepsilon-\varepsilon_0=-K\chi\varepsilon$, the energy is $\frac12K\varepsilon^2(1+K\chi)=\frac12\tilde K\varepsilon_0^2$, with

$$\tilde K=\frac K{1+K\chi},\qquad \chi=\frac{2a}\hbar\,\frac{\omega_D^3}3=\frac{\omega_D^3}{6\pi^2\rho v_s^5}.$$

For phonons slow enough for this static response, $K$ is replaced by $\tilde K$ and both powers survive. At $1+K\chi\le0$ the excited lattice has no stable minimum of this form, and the theory fails.

**Test.** A bath of 150 modes was solved without expanding in $K$; this is possible because both lattice Hamiltonians are quadratic. The units were $\hbar=k=a=\omega_D=1$, with $K=-0.15$ and hence $K\chi=-0.10$. Decay and phase were read between $t=200$ and $t=500$, after subtracting their zero-temperature values. From $T=0.025$ to $0.035$ the width grows with power 7.055 and the shift with power 4.010. At $T=0.025$ the width is 1.022 times the law with $\tilde K$, but 1.262 times the law with bare $K$. The shift is 1.004 times the law with $\tilde K$.

The 2% excess in width has the size expected from finite phonon frequency. A mode of frequency $\omega'$ driven at $\omega$ responds more strongly than at rest, by the factor $\omega'^2/(\omega'^2-\omega^2)$. To order $\omega^2$ the compliance becomes $\chi(1+3\omega^2/\omega_D^2)$. In the width integral the mean of $x^2$ is $8!\,\zeta(8)/6!\,\zeta(6)=55.3$, so at $T=0.025$ the mean of $\omega^2$ is 0.035. This changes $K\chi$ from $-0.100$ to $-0.110$ and raises the width by $(0.900/0.890)^2$, or about 2%.

### Both couplings together

With $D$ and $K$ both present, completing the square moves the minimum of the excited lattice. Minimizing $\varepsilon^2/2\chi+D\varepsilon+\frac12K\varepsilon^2$ gives $\varepsilon=-D\chi/(1+K\chi)$ and the energy $-\frac12D^2\chi/(1+K\chi)$. This constant does not depend on temperature. The rest of $H_e$ is the $D=0$ Hamiltonian about the displaced minimum. A width from $D$ would need strain noise at zero frequency, which vanishes for $G\propto\omega^3$. This last step is a physical argument rather than a full proof for finite $K$.

It was tested in the same 150-mode bath at $T=0.5$, where the quadratic width is large. The decay rate with $D=1$ is 0.997 times that with $D=0$, $K$ being held fixed.

### A defect in silicon

Take $\rho=2330$ kg/m³, $v_L=9.0$ km/s, $v_T=5.4$ km/s and $\theta=500$ K, all rough values for silicon. Here $\theta$ counts only the acoustic modes, three for each primitive cell of two atoms; counting three modes for every atom would raise it by $2^{1/3}$, to about 630 K. They give $v_s=7.90$ km/s, with the transverse branches supplying 90% of the strain spectrum. The couplings $D=2$ eV and $K=-10$ eV and the excited-state lifetime of 10 ns are round model values.

For $S_0$, $\omega_D=6.55\times10^{13}$ s⁻¹, $v_s^5=3.08\times10^{19}$ m⁵/s⁵ and $D^2=1.03\times10^{-37}$ J², so

$$S_0=\frac{1.03\times10^{-37}\,(6.55\times10^{13})^2}{8\pi^2\,(2330)(1.055\times10^{-34})(3.08\times10^{19})}\approx0.74 .$$

With $K$ left out, the line keeps a fraction $e^{-S}=0.478$ of the absorption at 10 K and 0.465 at 40 K. With $K=-10$ eV the excited lattice is softer and is displaced further, which lowers the fraction at zero temperature to about 0.41 in the same Debye model. These weights are not estimates for silicon, because they depend strongly on the high-frequency transverse phonons.

At 10 K, $kT/\hbar=1.309\times10^{12}$ s⁻¹. The shift is

$$\frac{\delta E}K=\frac{\pi^2\,(1.055\times10^{-34})(1.309\times10^{12})^4}{60\,(2330)(3.08\times10^{19})}\approx7.1\times10^{-10},$$

so $\delta E=-7.1$ neV, or $-1.7$ MHz. With $K^2=2.57\times10^{-36}$ J², the width is

$$\Gamma=\frac{(2.57\times10^{-36})(1.309\times10^{12})^7(732.5)}{8\pi^3\,(2330)^2(3.08\times10^{19})^2}\approx9.7\times10^3\ \mathrm{s^{-1}} .$$

Dividing by $2\pi$ gives 1.5 kHz. Frequencies at four temperatures are:

| $T$ (K) | width (kHz) | shift (kHz) |
|---|---|---|
| 5 | 0.012 | −107 |
| 10 | 1.5 | −1720 |
| 20 | 197 | −27 400 |
| 40 | 24 400 | −438 000 |

A finite lifetime adds a width $1/(2\pi\times10\ \mathrm{ns})=15.9$ MHz, ten thousand times the phonon width at 10 K. In the Debye model the two become equal near 38 K, but the corrections below show that this temperature lies outside the reliable range.

### How far the pure laws reach

**Screening.** In the Debye model $K\chi=-0.106$. Replacing $K$ by $\tilde K$ multiplies the width by 1.25 and the shift by 1.12. These factors assume that $K$ acts instantly on all phonons. If $K$ comes from an electronic level only 20 meV away, that level cannot follow the faster phonons, and the screening is much weaker. The factors also depend on the high-frequency phonons, which the Debye model describes poorly. If the transverse branches flatten near 18 meV but keep all their modes, $K\chi$ lies roughly between $-0.16$ and $-0.37$, depending on how the branches flatten and how the strain is defined at short wavelengths. The width factor is then roughly between 1.4 and 2.5. The sine-shaped branch described next cannot be used for this purpose, because with the chosen speed and edge it holds only about a third of the transverse modes.

**Bending of the transverse branch.** With a zone-edge energy of roughly 18 meV and a sine-shaped dispersion of the same initial speed, the width rises by 7% at 5 K and about 40% at 10 K. The shift rises by 1% and 5%. These integrals were stopped at 95% of the zone-edge frequency. At the edge of this isotropic model the density of modes diverges as the inverse square root of the distance to it, so the lowest-order width, which contains $G^2$, would diverge logarithmically. The width suffers more because it weights higher frequencies and contains $G$ squared. The result depends on the edge chosen: with 14 meV, roughly the lowest transverse zone-edge energy in silicon, the width at 10 K is about twice the Debye value (1.9 to 2.5 times as the stopping point moves from 90% to 99% of the edge). The $T^7$ law is therefore good only to within a factor of about two at 10 K, as far as bending is concerned. At 20 K it fails: with the 18 meV edge the integral is about five times the Debye value and depends strongly on where it is stopped. The widths listed for 20 K and 40 K are therefore values of the Debye model, not estimates for silicon.

**Anisotropy.** Silicon has slower shear waves in some directions. Using 4.7 km/s for all transverse waves, with $v_L$ fixed, multiplies the width by 3.6 and the shift by 1.9. This shows how sensitive the result is to the sound speed, but it overstates the effect of anisotropy. Averaging over directions with silicon's cubic elastic constants multiplies the width by about 2.3 for a defect axis along [001], 1.0 along [110] and 0.7 along [111]. These use room-temperature constants; low-temperature constants lower the factors by about 3%, to 2.2 along [001].

**Thermal expansion.** Anharmonicity, absent from the model, produces a thermal pressure $\gamma u$, where $u$ is the phonon energy density and $\gamma$ the Grüneisen parameter. The axial strain is $\gamma u/3B$ for bulk modulus $B$, and the linear coupling converts it to a shift. Since $u\propto T^4$ at low temperature, this shift has the same power as the quadratic one. With $\gamma=0.5$ it would amount to 1.2 MHz at 10 K, against 1.7 MHz from $K$. For the long acoustic waves present at 10 K, silicon's third-order elastic constants give a smaller $\gamma$, between about 0.2 and 0.25, and so a shift of roughly 0.5 to 0.6 MHz. A measured $T^4$ coefficient therefore does not by itself give $K$. The static strain field around the excited defect also scatters phonons through anharmonicity, which can change the width at the same seventh power. The relation between width and shift therefore holds only where the anharmonic parts of both are small and one strain component dominates the quadratic coupling. Silicon contracts on warming over part of the low-temperature range, so a constant $\gamma$ cannot be used throughout.

**A neighbouring electronic level.** Let a level lie $\Delta$ above the excited state and be mixed with it by $\Lambda\varepsilon$. For phonon energies far below $\Delta$, second-order perturbation theory gives an energy $-\Lambda^2\varepsilon^2/\Delta$, so $K=-2\Lambda^2/\Delta$. If this is the whole source of $K=-10$ eV and $\Delta=20$ meV, then $\Lambda=0.316$ eV. The same mixing allows one phonon to lift the defect to the upper level, at the rate

$$\frac{2\pi}{\hbar^2}\Lambda^2G(\Delta/\hbar)\,n(\Delta/\hbar).$$

With the Debye spectrum this adds 0.02 kHz to the width at 10 K but 2200 kHz at 20 K, where the quadratic term gives 197 kHz. However, the 20 meV phonon it needs lies above the transverse zone-edge energy of 18 meV used above. If only the longitudinal 10% of the strain spectrum remains there, the rate at 20 K falls to about 230 kHz. The bent transverse branch also raises the quadratic term at 20 K several times above 197 kHz, so the two processes cannot be ranked there without a realistic phonon spectrum. Linear coupling that mixes levels does broaden the line: its one-phonon part is negligible at 10 K and grows steeply on warming.

The neighbouring level also makes $K$ depend on phonon frequency. Averaging the energy denominators $\Delta-\hbar\omega$ and $\Delta+\hbar\omega$ multiplies $K$ by $1/[1-(\hbar\omega/\Delta)^2]$. This factor has a pole at $\hbar\omega=\Delta$, where the scattering becomes resonant and the second-order form fails, so the width integral must be stopped short of $\Delta$. Stopped anywhere between $0.7\Delta$ and $0.99\Delta$, with the Debye spectrum, it raises the two-phonon width by 27% to 30% at 10 K.

**Beside real silicon defects.** Light-emitting defects in silicon are studied for emission at telecommunication wavelengths. The elastic data above are typical of the host; $D$, $K$ and the lifetime do not describe a particular centre. In an ensemble, with $D=2$ eV, a difference in local strain of only $10^{-11}$ between two defects separates their lines by about 5 kHz, more than the phonon width at 10 K. For the assumed lifetime even a single defect would be limited by the 15.9 MHz lifetime width. The assumption of an isolated excited level also matters: in the case just computed, a level 20 meV away opens a one-phonon process whose rate near 20 K rises faster than $T^7$, so the total width no longer follows that law. The main values are in the numerical output below.

## Values computed for the example and the checks

```
MODEL TESTS (hbar = k = 1, cutoff frequency 1)
linear, G~w^3: change of -ln|C|, t=200 to 400: -0.0022
linear, G~w^2: same change: 0.1364
linear, G~w  : same change: 62.83
temperature of these three tests: 0.1
box sum / formula for strain spectrum: 0.9998
exact bath: modes 150, K -0.15, K*chi -0.1000
exact bath: temperatures 0.025 and 0.035
exact bath: power of T in width: 7.055
exact bath: power of T in shift: 4.010
width / law with screened K: 1.022
width / law with bare K: 1.262
shift / law with screened K: 1.004
decay rate with D=1 / with D=0, at T=0.5: 0.9972
powers far above Debye T: width 2.001, shift 1.027
EXAMPLE: defect in silicon, rough elastic data
density 2330 kg/m3, vL 9.0 km/s, vT 5.4 km/s
Debye temperature 500 K, lifetime 10 ns
D = 2 eV, K = -10 eV
effective speed vs: 7.904 km/s
transverse share of strain spectrum: 0.896
T= 5 K: width 0.01203 kHz, shift -107.2 kHz
T=10 K: width 1.54 kHz, shift -1715 kHz
T=20 K: width 197.2 kHz, shift -2.744e+04 kHz
T=40 K: width 2.438e+04 kHz, shift -4.384e+05 kHz
10 K in energy: width 0.00637 neV, shift -7.09 neV
lifetime width: 15915 kHz
phonon width equals lifetime width (Debye model): 37.6 K
T=10 K: S(T) = 0.7373, line weight exp(-S) = 0.4784
T=40 K: S(T) = 0.7663, line weight exp(-S) = 0.4647
NEGLECTED EFFECTS
K*chi -0.106: screening multiplies width by 1.250, shift by 1.118
transverse zone-edge energy used: 18 meV
T=5 K, bent branch: width x 1.072, shift x 1.012
T=10 K, bent branch: width x 1.425, shift x 1.050
shear speed 4.7 km/s: width x 3.60, shift x 1.90
thermal expansion, Grueneisen 0.5: size of shift at 10 K 1178 kHz
neighbour level 20 meV above, mixing 0.316 eV
T=10 K: width from jumps to it 0.02 kHz
T=20 K: width from jumps to it 2.2e+03 kHz
```
